# Unrelaxed vacancy formation energy from the second-moment band energy: a program that tests the result

```python
# Result under test: with second-moment band energy only, twelve neighbours
# and no relaxation, E_f / E_coh = 12*(1 - sqrt(11/12)), about 0.511.
# E_f: vacancy formation energy, removed atom returned to the bulk reservoir.
# E_coh: positive cohesive energy per atom relative to free atoms.
# Every atom is neutral; bond energy is measured from its own site level.
# V_sigma, V_pi, V_delta: d-d hopping energies; Z: number of neighbours.
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

V_sigma, V_pi, V_delta = -0.60, 0.40, -0.10   # eV
electrons = 8.0


def d_tensors(direction):
    """Five orthonormal d-state tensors quantized along direction."""
    n = np.array(direction, float)
    n /= np.linalg.norm(n)
    trial = np.eye(3)[np.argmin(abs(n))]
    u = np.cross(n, trial)
    u /= np.linalg.norm(u)
    v = np.cross(n, u)
    return np.array([
        np.sqrt(1.5) * (np.outer(n, n) - np.eye(3) / 3),
        (np.outer(n, u) + np.outer(u, n)) / np.sqrt(2),
        (np.outer(n, v) + np.outer(v, n)) / np.sqrt(2),
        (np.outer(u, u) - np.outer(v, v)) / np.sqrt(2),
        (np.outer(u, v) + np.outer(v, u)) / np.sqrt(2)])


fixed_basis = d_tensors([0, 0, 1])


def hopping_block(direction):
    overlap = np.einsum('aij,mij->am', fixed_basis, d_tensors(direction))
    strengths = np.diag([V_sigma, V_pi, V_pi, V_delta, V_delta])
    return overlap @ strengths @ overlap.T


# Periodic fcc crystal; coordinates in units of half the cubic cell edge.
period = 6
sites = np.array([(x, y, z) for x in range(period) for y in range(period)
                  for z in range(period) if (x + y + z) % 2 == 0])
n_sites = len(sites)
hamiltonian = np.zeros((5 * n_sites, 5 * n_sites))
adjacency = np.zeros((n_sites, n_sites), int)
for i in range(n_sites):
    for j in range(n_sites):
        step = (sites[j] - sites[i] + period // 2) % period - period // 2
        if step @ step == 2:
            adjacency[i, j] = 1
            hamiltonian[5*i:5*i+5, 5*j:5*j+5] = hopping_block(step)
assert np.allclose(hamiltonian, hamiltonian.T, atol=1e-12)
assert np.all(adjacency.sum(axis=1) == 12)


def local_moments(matrix):
    """Orbital average of the diagonal of the squared Hamiltonian."""
    return np.diag(matrix @ matrix).reshape(-1, 5).mean(axis=1)


bulk_moments = local_moments(hamiltonian)
vacancy_moments = local_moments(hamiltonian[5:, 5:])
vacancy_adjacency = adjacency[1:, 1:]
vacancy_neighbours = vacancy_adjacency.sum(axis=1)
hop_square = (V_sigma**2 + 2 * V_pi**2 + 2 * V_delta**2) / 5
assert np.allclose(bulk_moments, 12 * hop_square, atol=1e-11)
assert np.allclose(vacancy_moments, vacancy_neighbours * hop_square,
                   atol=1e-11)
n_affected = int(np.sum(vacancy_neighbours == 11))
assert n_affected == 12
assert np.sum(vacancy_neighbours == 12) == n_sites - 13

# Densities with unit area, zero mean and unit variance.
root2, root3 = np.sqrt(2), np.sqrt(3)
shapes = {
    'rectangle': (lambda x: 1 / (2 * root3), -root3, root3),
    'semicircle': (lambda x: np.sqrt(max(0.0, 4 - x*x)) / (2*np.pi),
                   -2.0, 2.0),
    'skewed triangle': (lambda x: (x + 2 * root2) / 9,
                        -2 * root2, root2)}
for density, low, high in shapes.values():
    for power, expected in ((0, 1), (1, 0), (2, 1)):
        moment = quad(lambda x: x**power * density(x), low, high)[0]
        assert abs(moment - expected) < 1e-8


def bond_energy(shape, width, count):
    """Fill a local band of given rms width and integrate its energy."""
    density, low, high = shapes[shape]

    def states(energy):
        return 10 * density(energy / width) / width

    bottom, top = low * width, high * width
    fermi = brentq(lambda e: quad(states, bottom, e)[0] - count,
                   bottom, top, xtol=1e-12)
    return quad(lambda e: e * states(e), bottom, fermi)[0]


def total_energy(moments, shape, count):
    values, counts = np.unique(np.round(moments, 10), return_counts=True)
    return sum(c * bond_energy(shape, np.sqrt(m), count)
               for m, c in zip(values, counts))


def vacancy_result(shape, count):
    bulk_total = total_energy(bulk_moments, shape, count)
    vacancy_total = total_energy(vacancy_moments, shape, count)
    cohesive = -bulk_total / n_sites
    formation = vacancy_total - (n_sites - 1) / n_sites * bulk_total
    return cohesive, formation


formula_ratio = 12 * (1 - np.sqrt(11 / 12))
ratios = {}
for shape in shapes:
    for count in (3.0, electrons):
        cohesive, formation = vacancy_result(shape, count)
        ratios[shape, count] = formation / cohesive
        assert abs(ratios[shape, count] - formula_ratio) < 1e-6

E_coh, E_f = vacancy_result('rectangle', electrons)
rms_bulk = np.sqrt(bulk_moments[0])
rms_near = np.sqrt(vacancy_moments.min())
e_near = bond_energy('rectangle', rms_near, electrons)
full_width = np.sqrt(12) * rms_bulk
assert abs(E_coh - full_width * electrons * (10-electrons) / 20) < 1e-7
amplitude = E_coh / np.sqrt(12)
assert abs(e_near + amplitude * np.sqrt(11)) < 1e-7

# Removal to vacuum costs one cohesive energy more than formation.
removal = (total_energy(vacancy_moments, 'rectangle', electrons)
           - total_energy(bulk_moments, 'rectangle', electrons))
assert abs(removal - E_f - E_coh) < 1e-7

# Expansion in inverse neighbour number, generated symbolically.
x = sp.symbols('x', positive=True)
series = sp.series((1 - sp.sqrt(1 - x)) / x, x, 0, 4).removeO()
expected_series = (sp.Rational(1, 2) + x/8 + x**2/16
                   + 5*x**3/128)
assert sp.expand(series - expected_series) == 0
series_terms = [float(series.coeff(x, k)) / 12**k for k in range(4)]
assert abs(sum(series_terms) - formula_ratio) < 2e-6

# A bond energy linear in neighbour number gives a ratio of one.
bulk_bonds = adjacency.sum() / 2
vacancy_bonds = vacancy_adjacency.sum() / 2
linear_formation = -vacancy_bonds + (n_sites-1) / n_sites * bulk_bonds
linear_ratio = linear_formation / (bulk_bonds / n_sites)
assert abs(linear_ratio - 1) < 1e-12

# Pair repulsion: s is the fractional change of neighbour spacing.
q, p, pair_strength = 3.0, 9.0, 0.10


def bulk_with_repulsion(s):
    return (-E_coh * np.exp(-q*s)
            + bulk_bonds / n_sites * pair_strength * np.exp(-p*s))


minimum = minimize_scalar(bulk_with_repulsion, bounds=(-0.5, 0.5),
                          method='bounded', options={'xatol': 1e-10})
s_eq = minimum.x
pair_energy = pair_strength * np.exp(-p * s_eq)
band_eq = E_coh * np.exp(-q * s_eq)
repulsion_eq = bulk_bonds / n_sites * pair_energy
r = repulsion_eq / band_eq
assert abs(r - q / p) < 1e-5
formation_rep = (E_f * np.exp(-q * s_eq) + pair_energy
                 * (vacancy_bonds - (n_sites-1) / n_sites * bulk_bonds))
cohesive_rep = -bulk_with_repulsion(s_eq)
ratio_rep = formation_rep / cohesive_rep
assert abs(ratio_rep - (formula_ratio - q/p) / (1 - q/p)) < 1e-5

print(f"Sites in periodic crystal: {n_sites}")
print(f"Atoms losing one neighbour: {n_affected}")
print(f"V_sigma: {V_sigma:.2f} eV")
print(f"V_pi: {V_pi:.2f} eV")
print(f"V_delta: {V_delta:.2f} eV")
print(f"d electrons per atom: {electrons:.0f}")
print(f"Mean squared hopping per neighbour: {hop_square:.4f} eV^2")
print(f"Second moment, bulk: {bulk_moments[0]:.4f} eV^2")
print(f"Second moment, beside vacancy: {vacancy_moments.min():.4f} eV^2")
print(f"RMS band width, bulk: {rms_bulk:.5f} eV")
print(f"RMS band width, beside vacancy: {rms_near:.5f} eV")
print(f"Full rectangular band width, bulk: {full_width:.5f} eV")
print(f"Bond-energy coefficient A: {amplitude:.5f} eV")
print(f"Bond energy, bulk atom: {-E_coh:.5f} eV")
print(f"Bond energy, atom beside vacancy: {e_near:.5f} eV")
print(f"Energy loss per affected atom: {e_near + E_coh:.5f} eV")
print(f"Cohesive energy: {E_coh:.5f} eV")
print(f"Vacancy formation energy: {E_f:.5f} eV")
print(f"Energy to remove atom to vacuum: {removal:.5f} eV")
print(f"Computed formation/cohesive ratio: {E_f/E_coh:.6f} (no unit)")
print(f"Formula ratio: {formula_ratio:.6f} (no unit)")
for (shape, count), value in ratios.items():
    print(f"Ratio, {shape}, {count:.0f} electrons: {value:.6f} (no unit)")
for k, term in enumerate(series_terms):
    print(f"Series term of order 1/Z^{k}: {term:.7f} (no unit)")
print(f"Sum of four series terms: {sum(series_terms):.7f} (no unit)")
print(f"Ratio for linear bond energy: {linear_ratio:.6f} (no unit)")
print(f"Hopping decay q: {q:.1f} (no unit)")
print(f"Repulsion decay p: {p:.1f} (no unit)")
print(f"Pair repulsion at s=0: {pair_strength:.2f} eV")
print(f"Equilibrium spacing change s: {s_eq:.5f} (no unit)")
print(f"Band energy magnitude at equilibrium: {band_eq:.5f} eV")
print(f"Repulsion per bulk atom at equilibrium: {repulsion_eq:.5f} eV")
print(f"Repulsion/band ratio r: {r:.6f} (no unit)")
print(f"Cohesive energy with repulsion: {cohesive_rep:.5f} eV")
print(f"Formation energy with repulsion: {formation_rep:.5f} eV")
print(f"Formation/cohesive with repulsion: {ratio_rep:.6f} (no unit)")
print("PASS")
```

It prints:

```
Sites in periodic crystal: 108
Atoms losing one neighbour: 12
V_sigma: -0.60 eV
V_pi: 0.40 eV
V_delta: -0.10 eV
d electrons per atom: 8
Mean squared hopping per neighbour: 0.1400 eV^2
Second moment, bulk: 1.6800 eV^2
Second moment, beside vacancy: 1.5400 eV^2
RMS band width, bulk: 1.29615 eV
RMS band width, beside vacancy: 1.24097 eV
Full rectangular band width, bulk: 4.48999 eV
Bond-energy coefficient A: 1.03692 eV
Bond energy, bulk atom: -3.59199 eV
Bond energy, atom beside vacancy: -3.43907 eV
Energy loss per affected atom: 0.15292 eV
Cohesive energy: 3.59199 eV
Vacancy formation energy: 1.83506 eV
Energy to remove atom to vacuum: 5.42705 eV
Computed formation/cohesive ratio: 0.510875 (no unit)
Formula ratio: 0.510875 (no unit)
Ratio, rectangle, 3 electrons: 0.510875 (no unit)
Ratio, rectangle, 8 electrons: 0.510875 (no unit)
Ratio, semicircle, 3 electrons: 0.510875 (no unit)
Ratio, semicircle, 8 electrons: 0.510875 (no unit)
Ratio, skewed triangle, 3 electrons: 0.510875 (no unit)
Ratio, skewed triangle, 8 electrons: 0.510875 (no unit)
Series term of order 1/Z^0: 0.5000000 (no unit)
Series term of order 1/Z^1: 0.0104167 (no unit)
Series term of order 1/Z^2: 0.0004340 (no unit)
Series term of order 1/Z^3: 0.0000226 (no unit)
Sum of four series terms: 0.5108733 (no unit)
Ratio for linear bond energy: 1.000000 (no unit)
Hopping decay q: 3.0 (no unit)
Repulsion decay p: 9.0 (no unit)
Pair repulsion at s=0: 0.10 eV
Equilibrium spacing change s: -0.11515 (no unit)
Band energy magnitude at equilibrium: 5.07419 eV
Repulsion per bulk atom at equilibrium: 1.69140 eV
Repulsion/band ratio r: 0.333333 (no unit)
Cohesive energy with repulsion: 3.38279 eV
Formation energy with repulsion: 0.90088 eV
Formation/cohesive with repulsion: 0.266312 (no unit)
PASS
```
